# Why Thomas-Fermi theory gives neutral jellium a zero work function

## 1. A special case: the cloud outside a very dense metal

Consider the vacuum side, \(x>0\), of a flat metal surface. Electrons that spill out form a cloud whose density \(n(x)\) depends on the distance \(x\) alone. Hartree atomic units are used in the derivations. Let \(v(x)\) be the electrostatic potential energy of an electron, and let \(\mu\) be the chemical potential, the energy needed to add one electron. Thomas-Fermi theory treats each thin layer as a uniform electron gas at zero temperature, filled up to \(\mu\). With

\[
u(x)=\mu-v(x),
\]

the highest occupied wavenumber is \(k=\sqrt{2u}\). Two spin states per wavevector inside a sphere of radius \(k\) give

\[
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}=\frac{(2u)^{3/2}}{3\pi^2}. \tag{1}
\]

The electrostatic potential \(\phi\) obeys \(\phi''=-4\pi\rho\). Outside the metal \(\rho=-n\), and \(v=-\phi\) for an electron, so \(v''=-4\pi n\) and \(u''=4\pi n\). Try a power law, \(u=A/x^4\):

\[
\frac{20A}{x^6}=\frac{4\pi}{3\pi^2}\,\frac{2^{3/2}A^{3/2}}{x^6}
\quad\Rightarrow\quad
\sqrt A=\frac{60\pi}{8\sqrt2}=\frac{15\pi}{2\sqrt2},\qquad A=\frac{225\pi^2}{8}. \tag{2}
\]

The powers of \(x\) agree, so this is a solution. It diverges at \(x=0\), which is the limit of an infinitely dense metal. Far away \(u\to0\), which means \(v(\infty)=\mu\): an electron at the chemical potential already has the energy of an electron at rest in the vacuum. The work function

\[
W=v(+\infty)-\mu \tag{3}
\]

is zero. It remains to show that this holds at every density, and that no other neutral solution has a different \(W\).

## 2. The model and its equations

In half-space jellium the ions are replaced by a fixed background

\[
n_+(x)=\bar n\ \ (x<0),\qquad n_+(x)=0\ \ (x>0).
\]

The energy per area contains the local kinetic energy and the electrostatic energy. There is no gradient term, exchange or correlation. A uniform gas has the mean kinetic energy \(3k^2/10\) per electron, hence

\[
E=\int\frac{3}{10}(3\pi^2)^{2/3}n^{5/3}\,dx+\int\frac{v'^2}{8\pi}\,dx,
\qquad v''=4\pi(n_+-n). \tag{4}
\]

Change \(n\) by \(\delta n\) with \(\int\delta n\,dx=0\). The kinetic term changes by \(\int\tfrac12(3\pi^2n)^{2/3}\delta n\,dx\), because \(\tfrac53\cdot\tfrac3{10}=\tfrac12\). For the field term, integrate by parts. The boundary terms vanish, since \(\delta v'=0\) at both ends when no net charge is added:

\[
\int\frac{v'\,\delta v'}{4\pi}dx=-\int\frac{v\,\delta v''}{4\pi}dx=\int v\,\delta n\,dx .
\]

With \(\mu\) as the multiplier for the electron number, a minimum requires

\[
\tfrac12(3\pi^2n)^{2/3}+v=\mu\ \text{ where } n>0,\qquad v\ge\mu\ \text{ where } n=0 .
\]

The second condition is an inequality because an empty region can only gain electrons. Thus equation (1) holds for \(u>0\), and \(n=0\) for \(u\le0\). Poisson's equation becomes

\[
u''=4\pi\,[\,n(u)-n_+\,]. \tag{5}
\]

Deep inside the metal there is no field, so \(n\to\bar n\) and \(u\to E_F=k_F^2/2\), with \(k_F=(3\pi^2\bar n)^{1/3}\).

Neutrality enters through Gauss's law. Integrating \(v''\) over all \(x\) gives

\[
v'(+\infty)-v'(-\infty)=4\pi\int(n_+-n)\,dx=0 ,
\]

and since the bulk is field-free, \(v'(+\infty)=0\), or \(u'(+\infty)=0\).

A first integral of (5) will be needed. Define

\[
P(u)=\int_0^u n(s)\,ds=\tfrac25\,n\,u ,
\]

where the factor comes from \(\int_0^u s^{3/2}ds=\tfrac25u^{5/2}\). For \(u\le0\), \(P=0\). This is the pressure of the gas: density times local chemical potential minus energy density is \(n(k^2/2-3k^2/10)=nk^2/5=\tfrac25nu\). Multiplying (5) by \(u'\) and integrating outward from the bulk, where \(u'=0\), gives for \(x<0\)

\[
\frac{u'^2}{8\pi}=P(u)-\bar P-\bar n\,(u-E_F),\qquad \bar P=\tfrac25\bar nE_F . \tag{6}
\]

## 3. Why the work function must vanish

Outside, \(u''=4\pi n\ge0\), so \(u'\) never decreases. It ends at zero, so \(u'\le0\) for all \(x>0\). Therefore \(u\) does not increase, and it has a limit \(\ell\), finite or \(-\infty\). By (3), \(W=-\ell\). Both signs of \(\ell\) can be excluded.

**Suppose \(\ell>0\).** Then \(u\ge\ell\) everywhere outside, and \(n\) stays above the positive constant \((2\ell)^{3/2}/(3\pi^2)\). The slope \(u'\) then grows at least linearly with \(x\) and cannot tend to zero. Physically, a chemical potential above the vacuum level would fill all space with electrons.

**Suppose \(\ell<0\) and \(u(0)\ge0\).** By continuity \(u(x_0)=0\) at some \(x_0\ge0\). Beyond \(x_0\), \(u\le0\), so there are no electrons and \(u''=0\). The slope is constant there and equals its limit, zero. Hence \(u\) remains at \(u(x_0)=0\), and \(\ell=0\), contrary to the assumption.

**Suppose \(\ell<0\) and \(u(0)<0\).** Now the whole outside is empty, and by the same reasoning \(u'=0\) throughout it. The charge density is finite, so \(u'\) is continuous and \(u'(0)=0\). The right side of (6) must then vanish at \(u(0)\). Its derivative with respect to \(u\) is \(n(u)-\bar n\), negative for \(u<E_F\) and positive for \(u>E_F\), so it vanishes at \(u=E_F\) and nowhere else. This requires \(u(0)=E_F>0\), a contradiction.

What remains is \(\ell=0\):

\[
\boxed{\,W=v(+\infty)-\mu=0\quad\text{for every }\bar n.\,}
\]

The second case shows the mechanism. In this theory the density reaches zero only where \(v=\mu\), so a positive \(W\) would require the potential to keep rising beyond the last electron. A neutral metal has no field there to raise it.

## 4. The full surface solution

Since \(u\) and \(u'\) tend to zero far outside, the first integral for \(x>0\) is \(u'^2/8\pi=P(u)\). Inserting (1),

\[
u'^2=8\pi\cdot\frac25\cdot\frac{2\sqrt2}{3\pi^2}\,u^{5/2}=\frac{32\sqrt2}{15\pi}\,u^{5/2}=\frac{16}{\sqrt A}\,u^{5/2}. \tag{7}
\]

The last form uses \(1/\sqrt A=2\sqrt2/(15\pi)\). Taking the root with \(u'\le0\),

\[
\frac{d}{dx}u^{-1/4}=-\tfrac14u^{-5/4}u'=A^{-1/4}
\quad\Rightarrow\quad
u=\frac{A}{(x+b)^4}. \tag{8}
\]

The special case of Section 1 is therefore the general outside solution, shifted by a length \(b\). The density falls as \((x+b)^{-6}\) and has no edge.

At \(x=0\) both \(u\) and \(u'\) are continuous. Equating the outside integral with (6), the unknown \(P(u(0))\) cancels:

\[
0=-\bar P-\bar n\,[u(0)-E_F]
\quad\Rightarrow\quad
u(0)=E_F-\frac{\bar P}{\bar n}=\tfrac35E_F . \tag{9}
\]

It follows that \(b=[A/u(0)]^{1/4}\), which varies as \(\bar n^{-1/6}\) and goes to zero in the dense limit. The number of electrons spilled per area follows from \(n=u''/4\pi\):

\[
N_s=\int_0^\infty n\,dx=-\frac{u'(0)}{4\pi}=\frac{A}{\pi b^5}. \tag{10}
\]

The spilled electrons and the exposed background form a dipole layer, which raises the potential energy on the way out by \(D=v(+\infty)-v(-\infty)\). Integrating by parts,

\[
\int x\,v''\,dx=\big[x\,v'\big]-\int v'\,dx=-D
\quad\Rightarrow\quad
D=4\pi\int x\,(n-n_+)\,dx .
\]

The bracket vanishes because \(v'\) falls as \(x^{-5}\) outside and exponentially inside. To see the latter, put \(u=E_F-\delta\) in (5) with small \(\delta\). This gives \(\delta''=\kappa^2\delta\), where \(\kappa^2=4\pi\,dn/du=6\pi\bar n/E_F\).

In the bulk \(v(-\infty)=\mu-E_F\), so

\[
W=D-E_F . \tag{11}
\]

With \(W=0\), the barrier is \(D=E_F\). The dipole layer grows until it just offsets the kinetic energy of the fastest electrons.

## 5. A neutral metal facing a wall

A finite vacuum shows how the limit is reached. Let the vacuum end at a wall at \(x=L\), with the system neutral, so that \(u'(L)=0\). Write \(u_L=u(L)\). The outside first integral becomes \(u'^2/8\pi=P(u)-P(u_L)\), and with (7)

\[
u'=-4A^{-1/4}\sqrt{u^{5/2}-u_L^{5/2}} .
\]

Separate variables and set \(u=u_Ls\):

\[
L=\frac{A^{1/4}}{4\,u_L^{1/4}}\int_1^{u(0)/u_L}\frac{ds}{\sqrt{s^{5/2}-1}} .
\]

For a distant wall \(u_L\ll u(0)\). Extending the integral to infinity adds, to leading order,

\[
\frac{A^{1/4}}4\int_{u(0)}^\infty u^{-5/4}du=\left[\frac{A}{u(0)}\right]^{1/4}=b .
\]

The substitution \(s=t^{-2/5}\) turns the full integral into \(\tfrac25B(\tfrac1{10},\tfrac12)\), where \(B\) is the beta function. Therefore

\[
u_L\simeq\left[\frac{B(\frac1{10},\frac12)}{10}\right]^4\frac{A}{(L+b)^4}=1.644\,\frac{A}{(L+b)^4}. \tag{12}
\]

In a finite vacuum \(\mu\) lies slightly above the potential at the wall, because the electrons cannot spread further. The gap closes as the inverse fourth power of the distance.

## 6. What a net charge changes

Let the metal carry a positive charge, so that \(v'(+\infty)=F>0\). The outside integral is now

\[
u'^2=F^2+\frac{16}{\sqrt A}\,u^{5/2}.
\]

The slope never drops below \(F\) in size, so \(u\) reaches zero at a finite edge \(x_e\). With \(u=u_ss\) and \(u_s^{5/2}=F^2\sqrt A/16\), the steps of Section 5 give for weak fields

\[
x_e\simeq\frac{u_s}{F}\int_0^\infty\frac{ds}{\sqrt{1+s^{5/2}}}-b=\frac25B\!\left(\tfrac25,\tfrac1{10}\right)\frac{u_s}{F}-b . \tag{13}
\]

Here \(s^{5/2}=t\) was used. Beyond the edge \(v-\mu=F(x-x_e)\) rises without limit, and there is no vacuum level at infinity from which to measure \(W\). Since \(u_s/F\propto F^{-1/5}\), the edge recedes to infinity as the charge is removed.

A negatively charged half-space has no static solution in this theory. It would need \(u'\to+|F|\) far outside, so \(u\) would grow outward, and with it the density and the field.

## 7. Numbers for the density of sodium

Body-centred cubic sodium has two atoms per cubic cell and one valence electron per atom. With the rough lattice constant 0.43 nm,

\[
\bar n=\frac{2}{(0.43\ \mathrm{nm})^3}=25.2\ \mathrm{nm^{-3}},\qquad
k_F=9.06\ \mathrm{nm^{-1}},\qquad E_F=3.13\ \mathrm{eV}.
\]

Equation (9) gives \(u(0)=0.6\times3.13=1.88\) eV, or 0.0690 hartree. Then \(b=(277.6/0.0690)^{1/4}=7.96\) bohr \(=0.421\) nm, and (10) gives \(N_s=0.985\) electrons per nm². A bulk layer of thickness \(0.985/25.2=0.039\) nm holds as many.

Equation (5) was also solved numerically on a grid, with neutrality imposed at the wall and \(\mu\) left free. For walls at 2.5, 5 and 10 nm, \(\mu-v(L)\) came out as 1.336, 0.113 and 0.0083 meV. The wall positions were rounded to the grid; at exactly 2.5 nm, equation (12) gives 1.337 meV. Each value corresponds to a factor 1.6439 in (12), against 1.6438 from the beta function. The same factor was found for density radii \(r_s=2\) and 6 bohr with the wall at 100 bohr, where \(r_s\) is the radius of a sphere holding one electron; sodium has \(r_s=4.0\) bohr. The dipole integral gave 3.1305 eV. It falls short of \(E_F\) by 0.0083 meV, which is the remaining gap \(u_L\) at the 10 nm wall.

For a charged metal with \(F=0.1\) MV/cm, or 0.01 V/nm, both (13) and the grid solution place the edge at 1.82 nm. At 10 nm the potential energy lies \(0.01\times(10-1.82)=0.082\) eV above \(\mu\). This number depends on the chosen distance and is not a work function.

## 8. Where the theory fails

Treating each layer as uniform requires the local wavelength to vary slowly, \(|d(1/k)/dx|\ll1\). Outside, \(k=\sqrt{2A}/(x+b)^2\) with \(\sqrt{2A}=15\pi/2\), so

\[
\frac{d}{dx}\frac1k=\frac{4(x+b)}{15\pi}. \tag{14}
\]

For the sodium density this is already 0.68 at the surface and reaches one at \(x=0.20\) nm. The proof of \(W=0\) relies on the distant tail, where the condition is violated. The result is a correct property of the Thomas-Fermi model, but not a prediction for a metal.

Temperature matters less near the surface. At 300 K the thermal energy is 0.026 eV, and \(u\) falls to this value at 0.81 nm. Farther out the zero-temperature relation (1) no longer applies, and this changes the limit itself. At a temperature \(T>0\) the local density never vanishes. In the dilute tail \(n\propto e^{u/k_BT}\), and \(u''=4\pi n\) with \(u'(+\infty)=0\) gives \(u=-2k_BT\ln(x+c)+\text{const}\), so \(v-\mu\) grows without limit and there is no vacuum level. With the Fermi-Dirac density at 300 K, \(u(0)\) changes by less than 0.1%, but \(\mu-v(L)\) is about −69, −111 and −149 meV for neutral walls at 2.5, 5 and 10 nm. The result \(W=0\), the small positive gaps of Section 7 and the sharp edge at 1.82 nm are properties of the zero-temperature model only.

## 9. Local exchange without gradients

A missing gradient term is not enough by itself to make \(W\) vanish. Add the exchange energy of a uniform gas, \(-3k/(4\pi)\) per electron, as a local term. The energy density is

\[
e=n\left(\frac{3k^2}{10}-\frac{3k}{4\pi}\right).
\]

Since \(n\propto k^3\), \(dk/dn=k/(3n)\), and the local chemical potential and pressure are

\[
h=\frac{de}{dn}=\frac{k^2}{2}-\frac k\pi,\qquad
P=nh-e=n\left(\frac{k^2}{5}-\frac{k}{4\pi}\right).
\]

Inside the cloud \(h=\mu-v\). Let the density end at \(x_e\) with the value \(n_e\). Moving the edge outward by \(\delta x\) places \(n_e\delta x\) electrons there, taken from the rest of the metal at energy \(\mu\) each:

\[
\delta E=(e_e+v_en_e-\mu n_e)\,\delta x=-(n_eh_e-e_e)\,\delta x=-P_e\,\delta x .
\]

At equilibrium \(P_e=0\). Without exchange, \(P=nk^2/5\) vanishes at zero density alone, where \(h=0\); this is the earlier result seen from another side. With exchange, the pressure also vanishes at \(k_e=5/(4\pi)\). A continuous fall to zero density is now excluded: since \(dP=n\,dh\), the outside first integral is again \(h'^2/8\pi=P\), but \(P<0\) for \(0<k<k_e\). The density therefore drops abruptly to zero at \(k_e\). Neutrality leaves no field beyond the edge, so \(v(+\infty)=v_e\) and

\[
W=v_e-\mu=-h(k_e)=\frac{5}{4\pi^2}-\frac{25}{32\pi^2}=\frac{15}{32\pi^2}\ \text{hartree}=1.29\ \mathrm{eV}. \tag{15}
\]

The bulk density does not appear, provided that \(k_F>k_e=7.5\ \mathrm{nm^{-1}}\), which the sodium value 9.06 nm⁻¹ satisfies. Minimizing the surface energy numerically over trial edge densities also gave 1.29 eV.

## 10. Comparison with a wave-mechanical surface and with sodium

A Kohn-Sham calculation replaces the local kinetic energy by that of wavefunctions for independent electrons in an effective potential and includes exchange and correlation. Here it used local exchange and Wigner's correlation formula, on jellium slabs at the same density. Four thicknesses, from 8 to 8.75 times \(\pi/k_F\), were averaged to reduce the effect of finite thickness. In the table the bulk level is \(\mu\) measured from the mean electrostatic potential inside, and \(W\) is the barrier minus this level; the entries are rounded separately.

| Model | Barrier (eV) | Bulk level (eV) | \(W\) (eV) |
|---|---|---|---|
| Thomas-Fermi | 3.13 | 3.13 | 0 |
| Kohn-Sham | 0.91 | −2.15 | 3.07 |

The four slabs differ among themselves by at most 0.03 eV. The Thomas-Fermi barrier is more than three times the Kohn-Sham one, yet its work function is zero. In the Kohn-Sham model the bulk level is negative: exchange and correlation lower it by \(3.13+2.15=5.28\) eV. At this density most of \(W\) is then bulk binding, and the dipole layer supplies the smaller part. The division reverses in dense metals: the bulk level changes sign near \(r_s=2.5\) bohr, and at \(r_s=2\) it is +2.9 eV, with a barrier of 6.8 eV and \(W\approx3.9\) eV.

Tabulated values for the measured work function of sodium lie between roughly 2.4 and 2.8 eV, and the lattice constant used is typical of the metal. The Thomas-Fermi value misses by the whole work function. The assumptions that fail are the local kinetic energy and the neglect of exchange and correlation; replacing them together moves the result by about 3 eV. The Kohn-Sham value is itself a model result. It leaves out the ionic lattice, and therefore any difference between crystal faces, and it treats exchange and correlation locally. It also depends on the correlation formula: with the Perdew-Wang fit in place of Wigner's, \(W\) falls by 0.16 eV to about 2.9 eV. For a metal-semiconductor contact, where the work function enters estimates of the barrier height, pure Thomas-Fermi theory thus offers no usable input, although it remains a transparent model of how charge spills out and forms a dipole layer. Most of the computed values quoted here appear in the numerical output below.

## Table of computed values

```
lattice constant (rough input) = 0.43 nm
electron density = 25.16 nm^-3
density radius r_s = 4.001 bohr
Fermi wavenumber = 9.065 nm^-1
Fermi energy = 3.1305 eV
tail constant A = 277.58 hartree bohr^4
tail offset b = 0.4214 nm
wall factor from theory = 1.6438
wall  2.5 nm: mu - v(wall) = 1.33610 meV
  wall factor from solution = 1.6439
wall  5.0 nm: mu - v(wall) = 0.11265 meV
  wall factor from solution = 1.6439
wall 10.0 nm: mu - v(wall) = 0.00826 meV
  wall factor from solution = 1.6439
r_s = 2 bohr: wall factor = 1.6439
r_s = 6 bohr: wall factor = 1.6439
u(0)/Fermi energy from solution = 0.60000
u(0) = 1.8783 eV
dipole barrier from density = 3.1305 eV
dipole barrier - Fermi energy = -0.0083 meV
spilled electrons, solution = 0.9855 nm^-2
spilled electrons, formula = 0.9853 nm^-2
charged metal: outside field = 0.10 MV/cm
  electron edge, solution = 1.8209 nm
  electron edge, formula = 1.8208 nm
  v - mu at 10 nm = 0.0818 eV
wavelength index at surface, formula = 0.6759
wavelength index at surface, solution = 0.6759
index reaches one at x = 0.2020 nm
  index there from solution = 1.0000
thermal energy at 300 K = 0.02585 eV
u equals thermal energy at x = 0.8089 nm
W with local exchange, minimized = 1.2924 eV
W with local exchange, formula = 1.2924 eV
Kohn-Sham W, mean of 4 slabs = 3.066 eV
  spread over the slabs = 0.027 eV
  electrostatic barrier = 0.912 eV
  bulk chemical potential = -2.153 eV
  barrier - bulk value = 3.066 eV
```
